\section*{Dipole selection rules for l and m from commutators alone}

\section{What a commutator can say about an integral}

Q: The dipole selection rules are statements about integrals: some vanish and others do not. How can you decide that without knowing the functions being integrated?

A: By using the labels of the states instead of their shapes. Suppose $A$ is Hermitian, with $A|a\rangle=a|a\rangle$ and $A|a'\rangle=a'|a'\rangle$. For any operator $B$,
\begin{equation}
\langle a'|[A,B]|a\rangle=\langle a'|AB-BA|a\rangle=(a'-a)\langle a'|B|a\rangle ,
\label{eq:sandwich}
\end{equation}
because $A$ may act to the left in the first term and to the right in the second. If the commutator can be expressed through $B$ again, this becomes a number times $\langle a'|B|a\rangle$ equal to zero. Either the number vanishes or the matrix element does.

Q: Which states and which $B$ do you have in mind?

A: One charged particle with orbital angular momentum $\mathbf L=\mathbf r\times\mathbf p$. Its states $|\gamma lm\rangle$ satisfy
\begin{equation}
L^2|\gamma lm\rangle=\hbar^2l(l+1)|\gamma lm\rangle,\qquad
L_z|\gamma lm\rangle=\hbar m|\gamma lm\rangle ,
\end{equation}
with $l=0,1,2,\dots$ and $|m|\le l$. The label $\gamma$ stands for everything else, such as the radial quantum number. Spin, if present, is not touched by $\mathbf r$. I take $B$ to be a component of $\mathbf r$, because in the electric-dipole approximation, where the wavelength is much larger than the system, the transition amplitude is proportional to a component of $\langle\gamma'l'm'|\mathbf r|\gamma lm\rangle$.

I assume the usual algebra $[r_i,p_j]=i\hbar\delta_{ij}$ and $[L_i,L_j]=i\hbar\epsilon_{ijk}L_k$, with repeated indices summed.

\section{The rule for m}

Q: Then start with $L_z$. What is its commutator with the position?

A: It is as easy to do all components. With $L_i=\epsilon_{iab}r_ap_b$, only $p_b$ fails to commute with $r_j$, and $[p_b,r_j]=-i\hbar\delta_{bj}$. Hence
\begin{equation}
[L_i,r_j]=\epsilon_{iab}r_a[p_b,r_j]=-i\hbar\epsilon_{iaj}r_a=i\hbar\epsilon_{ijk}r_k .
\label{eq:vector}
\end{equation}
The last sign comes from exchanging two indices of $\epsilon$. For $i=z$ this reads $[L_z,x]=i\hbar y$, $[L_z,y]=-i\hbar x$ and $[L_z,z]=0$.

Q: The first two do not return the operator you started with. Your method seems to fail for $x$ and $y$.

A: It fails for $x$ and $y$ separately, but not for the combinations $x\pm iy$:
\begin{equation}
[L_z,x\pm iy]=i\hbar y\pm i(-i\hbar x)=\pm\hbar(x\pm iy).
\end{equation}
Using \eqref{eq:sandwich} with $A=L_z$, and dividing by $\hbar$, we get
\begin{align}
(m'-m)\langle\gamma'l'm'|z|\gamma lm\rangle&=0,\\
(m'-m\mp1)\langle\gamma'l'm'|x\pm iy|\gamma lm\rangle&=0 .
\end{align}
So $z$ connects states with $m'=m$, while $x\pm iy$ connects states with $m'=m\pm1$. Since $x$ and $y$ are linear combinations of $x+iy$ and $x-iy$, each of them can produce either $m'-m=+1$ or $m'-m=-1$. Altogether $\Delta m=0,\pm1$.

Q: What if I describe the atom with real orbitals such as $p_x$? They have no definite $m$.

A: Then the rule applies to each $L_z$ eigenstate in the superposition, not to the superposition as a whole. The choice of $z$ axis is also free, but $m$ and the field components must refer to the same axis.

\section{Why one commutator with L squared is not enough}

Q: For $l$ you will presumably take $A=L^2$ and repeat the argument.

A: That is the right start. Using $[L_iL_i,r_j]=L_i[L_i,r_j]+[L_i,r_j]L_i$ and \eqref{eq:vector},
\begin{equation}
[L^2,r_j]=i\hbar\epsilon_{ijk}(L_ir_k+r_kL_i).
\end{equation}
Here $\epsilon_{ijk}r_kL_i=\epsilon_{jki}r_kL_i=(\mathbf r\times\mathbf L)_j$, while $\epsilon_{ijk}L_ir_k=-\epsilon_{jik}L_ir_k=-(\mathbf L\times\mathbf r)_j$. Thus
\begin{equation}
[L^2,\mathbf r]=i\hbar(\mathbf r\times\mathbf L-\mathbf L\times\mathbf r).
\label{eq:single}
\end{equation}

Q: For ordinary vectors $\mathbf L\times\mathbf r=-\mathbf r\times\mathbf L$. Can you use that?

A: Not without a correction, because the components do not commute. Put $\mathbf r$ on the left:
\begin{align}
(\mathbf L\times\mathbf r)_j&=\epsilon_{jik}L_ir_k
=\epsilon_{jik}(r_kL_i+i\hbar\epsilon_{ikn}r_n)\nonumber\\
&=-(\mathbf r\times\mathbf L)_j+2i\hbar r_j ,
\end{align}
where $\epsilon_{jik}\epsilon_{ikn}=\epsilon_{jik}\epsilon_{nik}=2\delta_{jn}$. Inserting this in \eqref{eq:single} gives
\begin{equation}
[L^2,\mathbf r]=2i\hbar\mathbf K,\qquad
\mathbf K=\mathbf r\times\mathbf L-i\hbar\mathbf r .
\label{eq:K}
\end{equation}

Q: So you now have a new operator, $\mathbf r\times\mathbf L$, and no equation for $\mathbf r$ alone.

A: Yes. With $L_z$ we escaped by combining $x$ and $y$. Here we take the commutator with $L^2$ once more and see whether the set $\mathbf r,\mathbf K$ closes.

\section{The double commutator}

Q: Why should it close? You could get a third operator, then a fourth.

A: It closes on these two operators because the orbital angular momentum of one particle is perpendicular to its position:
\begin{equation}
\mathbf r\cdot\mathbf L=\epsilon_{iab}r_ir_ap_b=0 ,
\label{eq:perp}
\end{equation}
since $r_ir_a$ is symmetric and $\epsilon_{iab}$ antisymmetric in $i,a$.

We also need $L^2$ to commute with each $L_j$. It does, since $[L^2,L_j]=i\hbar\epsilon_{ijk}(L_iL_k+L_kL_i)$, and the bracket is symmetric in $i,k$. Therefore $L^2$ passes through the factor $\mathbf L$ in $\mathbf K$, and \eqref{eq:K} gives
\begin{align}
[L^2,\mathbf K]&=[L^2,\mathbf r]\times\mathbf L-i\hbar[L^2,\mathbf r]\nonumber\\
&=2i\hbar(\mathbf K\times\mathbf L-i\hbar\mathbf K).
\label{eq:LK}
\end{align}

Q: Then everything depends on $\mathbf K\times\mathbf L$, which contains a double cross product of noncommuting operators.

A: Keep the operators in order and contract only the $\epsilon$ symbols:
\begin{align}
[(\mathbf r\times\mathbf L)\times\mathbf L]_j
&=\epsilon_{jab}\epsilon_{acd}\,r_cL_dL_b\nonumber\\
&=(\delta_{bc}\delta_{jd}-\delta_{bd}\delta_{jc})r_cL_dL_b\nonumber\\
&=r_bL_jL_b-r_jL^2 .
\end{align}
In the first term exchange the two angular momenta:
\begin{equation}
r_bL_jL_b=r_bL_bL_j+r_b[L_j,L_b]
=0+i\hbar\epsilon_{jbk}r_bL_k=i\hbar(\mathbf r\times\mathbf L)_j .
\end{equation}
The zero is \eqref{eq:perp}. Consequently
\begin{equation}
\mathbf K\times\mathbf L
=i\hbar\,\mathbf r\times\mathbf L-\mathbf rL^2-i\hbar\,\mathbf r\times\mathbf L
=-\mathbf rL^2 .
\end{equation}
The cross products cancel. Substitute this in \eqref{eq:LK}, and use $i\hbar\mathbf K=\tfrac12[L^2,\mathbf r]$ from \eqref{eq:K}:
\begin{align}
[L^2,\mathbf K]
&=-2i\hbar\,\mathbf rL^2-i\hbar(L^2\mathbf r-\mathbf rL^2)\nonumber\\
&=-i\hbar(\mathbf rL^2+L^2\mathbf r).
\end{align}
Finally, $[L^2,[L^2,\mathbf r]]=2i\hbar[L^2,\mathbf K]$, and $2i\hbar(-i\hbar)=2\hbar^2$, so
\begin{equation}
[L^2,[L^2,\mathbf r]]=2\hbar^2(\mathbf rL^2+L^2\mathbf r).
\label{eq:double}
\end{equation}
Only $\mathbf r$ and $L^2$ remain.

\section{The rule for l}

Q: I accept the operator identity. Where does a change of one unit come from?

A: Write $\lambda=l(l+1)$ and $\lambda'=l'(l'+1)$, and take the matrix element of \eqref{eq:double} between $\langle\gamma'l'm'|$ and $|\gamma lm\rangle$. On the left, \eqref{eq:sandwich} applies twice and gives $\hbar^4(\lambda'-\lambda)^2$. On the right, $L^2$ acts once on each side. After division by $\hbar^4$,
\begin{equation}
\bigl[(\lambda'-\lambda)^2-2(\lambda'+\lambda)\bigr]
\langle\gamma'l'm'|\mathbf r|\gamma lm\rangle=0 .
\label{eq:cond}
\end{equation}
Let $d=l'-l$ and $s=l'+l+1$. Then
\begin{align}
\lambda'-\lambda&=(l'-l)(l'+l)+(l'-l)=ds,\\
s^2+d^2-1&=(l'+l)^2+2(l'+l)+(l'-l)^2\nonumber\\
&=2l'^2+2l^2+2l'+2l=2(\lambda'+\lambda).
\end{align}
The bracket in \eqref{eq:cond} is therefore
\begin{equation}
d^2s^2-s^2-d^2+1=(d^2-1)(s^2-1).
\end{equation}
A nonzero matrix element requires $d=\pm1$ or $s=\pm1$.

Q: The second possibility is not $\Delta l=\pm1$. You cannot just drop it.

A: No, it needs its own argument. Since $l$ and $l'$ are non-negative, $s\ge1$, so $s^2=1$ means $l=l'=0$. For a state with $l=0$,
\begin{equation}
0=\langle\gamma00|L^2|\gamma00\rangle
=\sum_i\bigl\|L_i|\gamma00\rangle\bigr\|^2 .
\end{equation}
A sum of non-negative terms is zero only if each term is zero, so $L_i|\gamma00\rangle=0$ for every $i$. Now \eqref{eq:vector} gives
\begin{equation}
i\hbar\langle\gamma'00|z|\gamma00\rangle
=\langle\gamma'00|L_xy-yL_x|\gamma00\rangle=0 ,
\end{equation}
because $L_x$ annihilates the state on either side. Cyclic permutation gives the same result for $x$ and $y$. The two radial states may differ. Physically, neither state singles out a direction, so they cannot produce a vector. What remains is $\Delta l=\pm1$.

\section{Do the allowed changes occur?}

Q: You have shown what is forbidden. Perhaps one of the two signs never occurs either.

A: The commutators settle that too. Take a normalized $|\psi\rangle=|\gamma lm\rangle$ with finite $\langle r^2\rangle$. Split each vector $r_j|\psi\rangle$ into its parts with $l'=l+1$ and $l'=l-1$. Add the squared norms of the parts over $j=x,y,z$ and divide by $\langle r^2\rangle$. Call the resulting fractions $P_+$ and $P_-$. No other $l'$ contributes, so $P_++P_-=1$.

For a second equation, multiply \eqref{eq:K} from the left by $\mathbf r$. Since $\mathbf r\cdot(\mathbf r\times\mathbf L)=\epsilon_{jki}r_jr_kL_i=0$,
\begin{equation}
\mathbf r\cdot[L^2,\mathbf r]=2i\hbar(-i\hbar)r^2=2\hbar^2r^2 .
\end{equation}
In the expectation value of the left side, $L^2$ contributes $\hbar^2\lambda'$ for each part of $r_j|\psi\rangle$, minus $\hbar^2\lambda$ from the initial state. The differences are
\begin{align}
(l+1)(l+2)-l(l+1)&=2(l+1),\\
(l-1)l-l(l+1)&=-2l .
\end{align}
Dividing by $2\hbar^2\langle r^2\rangle$ gives $(l+1)P_+-lP_-=1$. With $P_-=1-P_+$ this becomes $(2l+1)P_+=l+1$, hence
\begin{equation}
P_+=\frac{l+1}{2l+1},\qquad P_-=\frac{l}{2l+1}.
\label{eq:shares}
\end{equation}
Both are nonzero for $l\ge1$. For $l=0$ we get $P_+=1$ and $P_-=0$, as we must, since $l'=-1$ does not exist. For large $l$ both approach one half. Neither fraction depends on $m$.

Q: And the three changes of $m$?

A: The squared norm of $z|\psi\rangle$ is $\langle z^2\rangle$. That of $(x\pm iy)|\psi\rangle$ is $\langle x^2+y^2\rangle$ for either sign, since $(x\mp iy)(x\pm iy)=x^2+y^2$. These are positive, because a normalizable state cannot be confined to a plane or a line. Each change of $m$ therefore leads to some final state.

Q: Is $P_+$ then the probability that an excited atom decays to $l+1$?

A: No. It sums over all final radial states, continuum included, whether they lie above, below or at the energy of the initial state. For the $3d$ state of hydrogen only about $0.07$ of the total goes to lower states, all of it to $2p$, although $P_+=0.6$. A decay rate also needs the transition frequency and the radial integral for the particular final state. That integral may happen to vanish, so the selection rules are necessary conditions for a given transition, not sufficient ones.

\section{A state with l = 2 and m = 1}

Q: Show me the conditions at work with numbers.

A: Take $l=2$, $m=1$, so $\lambda=6$. The bracket in \eqref{eq:cond}, called $C$ here, is for example
\begin{align}
l'=1:\quad C&=(2-6)^2-2(2+6)=16-16=0,\\
l'=2:\quad C&=(6-6)^2-2(6+6)=-24,\\
l'=3:\quad C&=(12-6)^2-2(12+6)=36-36=0 .
\end{align}
For $l'=0,4,5$ it is $24$, $144$ and $504$. Only $l'=1$ and $l'=3$ survive in this list.

As an independent check, matrix elements of the unit vector $\mathbf r/|\mathbf r|$ were computed by numerical integration with spherical harmonics, which the derivation never used. The largest Cartesian element is $0.4472$ for $l'=1$ and $0.4781$ for $l'=3$; for the other four values of $l'$ it is zero to the four decimals printed.

Q: Why may you replace $\mathbf r$ by a unit vector?

A: The distance $|\mathbf r|$ is unchanged by rotations and commutes with $\mathbf L$. It changes neither $l$ nor $m$, so it can be moved outside the projection on $l',m'$. The initial state is a radial function times a function of direction, so the squared norm of each projected part is $\langle r^2\rangle$ times the squared angular matrix element of the unit vector, and $\langle r^2\rangle$ cancels from the fractions. The fractions for the individual pairs $l',m'$, summed over $x,y,z$ and over all final radial states, are
\begin{center}
\begin{tabular}{ccc}
$l'$ & $m'$ & fraction\\
1 & 0 & 0.2000\\
1 & 1 & 0.2000\\
3 & 0 & 0.0857\\
3 & 1 & 0.2286\\
3 & 2 & 0.2857
\end{tabular}
\end{center}
They add up to
\begin{align}
P_-&=0.2000+0.2000=0.4000,\\
P_+&=0.0857+0.2286+0.2857=0.6000,
\end{align}
in agreement with $2/5$ and $3/5$ from \eqref{eq:shares}.

Q: With $l'=1$ there are only two entries. Is the change $\Delta m=+1$ suppressed?

A: It would need $m'=2$, which does not exist for $l'=1$. Its whole strength goes to $l'=3$. The totals for the two signs are nevertheless equal: $0.2857$ for $\Delta m=+1$ and $0.2000+0.0857=0.2857$ for $\Delta m=-1$. This follows from the equal norms of $(x+iy)|\psi\rangle$ and $(x-iy)|\psi\rangle$.

\section{Where the argument stops}

Q: Apart from hydrogen-like systems, atoms have several electrons. May I replace $l$ by the total $L$?

A: Not in the $l$ rule. Let $\mathbf D=\mathbf r_1+\mathbf r_2$ and let $\mathbf L=\mathbf L_1+\mathbf L_2$ now be the total. Equation \eqref{eq:vector} still holds with $\mathbf D$ in place of $\mathbf r$, so the rule for the total $M$ and the exclusion of $L=0\to L'=0$ survive. But
\begin{equation}
\mathbf D\cdot\mathbf L=\mathbf r_1\cdot\mathbf L_2+\mathbf r_2\cdot\mathbf L_1
\end{equation}
is not zero as an operator. Repeating the derivation, the right side of \eqref{eq:double} gains the term $-4\hbar^2(\mathbf D\cdot\mathbf L)\mathbf L$. This term commutes with $L^2$, so it has no elements between $L'\ne L$, and such changes are still limited to $\pm1$. What is lost is the proof that $L'=L$ is forbidden.

Q: A lost proof is not a counterexample.

A: Here is one. Let $g$ be a function of $|\mathbf r_1|$ and $|\mathbf r_2|$ only, so that $L_ig=0$, and let it be symmetric under exchange. If $\mathbf V$ is any vector built from the two positions, $[L_i,V_j]=i\hbar\epsilon_{ijk}V_k$, and therefore
\begin{align}
L^2V_jg&=L_i(i\hbar\epsilon_{ijk}V_k)g
=(i\hbar)^2\epsilon_{ijk}\epsilon_{ikn}V_ng\nonumber\\
&=2\hbar^2V_jg ,
\end{align}
because $\epsilon_{ijk}\epsilon_{ikn}=-2\delta_{jn}$. Every such state has $L=1$. Start from $(y_1-y_2)g$, a component of $\mathbf r_1-\mathbf r_2$, and apply $D_x$:
\begin{equation}
(x_1+x_2)(y_1-y_2)g=(x_1y_1-x_2y_2)g-(x_1y_2-y_1x_2)g .
\end{equation}
The last term is $-(\mathbf r_1\times\mathbf r_2)_zg$, again a vector component times $g$, so it has $L=1$. It is orthogonal to the first term, since exchanging the $x$ and $y$ axes leaves the first term unchanged and reverses the sign of the last. The matrix element from $(y_1-y_2)g$ to $(\mathbf r_1\times\mathbf r_2)_zg$ is thus minus the squared norm of the latter, which is not zero. The dipole operator has connected $L=1$ to $L'=1$.

Q: Does that contradict the one-particle rule?

A: No. In the term $y_1x_2g$, for instance, particle 1 already had $l=1$ and particle 2 went from $l=0$ to $l=1$. Each $\mathbf r_i$ still changes the orbital quantum number of its own particle by one unit; the total $L$ follows a different rule.

Q: Are there limits even for one particle?

A: Several. If the potential is not central, an energy eigenstate may be a mixture of several $l$, and the rule then applies to each component of the mixture. A spin-orbit term $\mathbf L\cdot\mathbf S$ keeps $l$ but does not commute with $L_z$, so even in a central potential an eigenstate may mix several $m$, and the $m$ rule again applies to each component. And the rule belongs to the operator $\mathbf r$. Beyond the dipole approximation products such as $r_ir_j$ appear. Each factor changes $l$ by one unit, so the product can change it by $0$ or $\pm2$. A line that breaks the dipole rule is therefore not impossible; it needs another operator, a process in which $\mathbf r$ acts more than once, such as two-photon $1s\to2s$ absorption in hydrogen, or states without a definite $l$ or $m$.

\section*{Table of computed values}
\begin{verbatim}
All numbers are dimensionless (hbar = 1, n = r/|r|)
Monomials used for operator identities: 35
Largest residual, commutators of L_i with r: 0
Largest residual, intermediate identities: 0
Largest residual, double commutator: 0
Quadrature: l from 0 to 5, number of states 36
Largest forbidden |element| below 1e-12: True
Smallest allowed |element| (z, x+iy, x-iy): 0.1421
Worked example: initial l = 2, m = 1, l(l+1) = 6
Final l', l'(l'+1), condition factor, largest |element| of x, y, z:
  l' = 0:   0    24 0.0000
  l' = 1:   2     0 0.4472
  l' = 2:   6   -24 0.0000
  l' = 3:  12     0 0.4781
  l' = 4:  20   144 0.0000
  l' = 5:  30   504 0.0000
Reachable final states and fraction of total angular strength:
  l' = 1, m' = 0, m'-m = -1: 0.2000
  l' = 1, m' = 1, m'-m = +0: 0.2000
  l' = 3, m' = 0, m'-m = -1: 0.0857
  l' = 3, m' = 1, m'-m = +0: 0.2286
  l' = 3, m' = 2, m'-m = +1: 0.2857
Sum of fractions for l' = 1: 0.4000
Sum of fractions for l' = 3: 0.6000
Formula l/(2l+1): 0.4000
Formula (l+1)/(2l+1): 0.6000
Case l = l' = 0: condition factor 0, largest |element| 0.0000
Two particles, (x1+x2)(y1-y2), part with total L = 1:
  coefficient of x1*y2: -1.0
  coefficient of y1*x2: +1.0
\end{verbatim}
